# Electrostatic energy of alternating stripes of surface charge: a program that tests the result

```python
"""
Result under test: a single plane in vacuum with alternating stripes of
surface charge +sigma and -sigma, each of width w, has electrostatic energy
per area  U = 7 zeta(3) sigma^2 w / (4 pi^3 eps0).
Symbols: k = n pi / w (n odd) is the wave number of a harmonic;
d is the thickness of a film with opposite charge on its two faces;
eps_x, eps_z are its relative permittivities along and normal to the plane;
delta is the half-width in a tanh(x/delta) wall profile.
Dimensionless tests use sigma = w = eps0 = 1.
"""
import numpy as np
from scipy.constants import e, epsilon_0, pi
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import zeta

CATALAN = quad(lambda t: np.arctan(t) / t, 0, 1)[0]
ENERGY_COEFF = 7 * zeta(3) / (4 * pi**3)
CENTRE_COEFF = 2 * CATALAN / pi**2


def alternating_limit(terms):
    """Limit of a slowly alternating series by repeated averaging.
    Physically the stripe pattern fades out smoothly and stays neutral."""
    partial = np.cumsum(terms)[10:]
    while len(partial) > 1:
        partial = 0.5 * (partial[1:] + partial[:-1])
    return partial[0]


# Coulomb energy from the logarithmic interaction of pairs of stripes
def stripe_pair(m):
    def integrand(u):
        return (1 - abs(u)) * np.log(abs(m + u))
    return quad(integrand, -1, 0)[0] + quad(integrand, 0, 1)[0]


pair_terms = [stripe_pair(0)]
pair_terms += [2 * (-1)**m * stripe_pair(m) for m in range(1, 45)]
energy_coulomb = -alternating_limit(pair_terms) / (4 * pi)
assert abs(energy_coulomb / ENERGY_COEFF - 1) < 1e-7


# Potential at the centre of a stripe from the same Coulomb interaction
def stripe_at_centre(m):
    def integrand(u):
        return np.log(abs(m + u))
    return quad(integrand, -0.5, 0)[0] + quad(integrand, 0, 0.5)[0]


centre_terms = [stripe_at_centre(0)]
centre_terms += [2 * (-1)**m * stripe_at_centre(m) for m in range(1, 45)]
centre_coulomb = -alternating_limit(centre_terms) / (2 * pi)
assert abs(centre_coulomb / CENTRE_COEFF - 1) < 1e-7


# Field of explicit stripes; half-charged end stripes keep the set neutral
def stripe_field(x, z, last=200):
    field_x = np.zeros_like(x)
    field_z = np.zeros_like(x)
    for m in range(-last, last + 1):
        charge = (-1)**m * (0.5 if abs(m) == last else 1.0)
        left, right = x - m, x - m - 1
        field_x += charge * np.log((left**2 + z**2)
                                   / (right**2 + z**2)) / (4 * pi)
        field_z += charge * (np.arctan(left / z)
                             - np.arctan(right / z)) / (2 * pi)
    return field_x, field_z


# Field energy; cubic maps crowd the nodes at the singular stripe edge
nodes, weights = np.polynomial.legendre.leggauss(100)
nodes, weights = (nodes + 1) / 2, weights / 2
height = 6.0
x_nodes, x_weights = 0.5 * nodes**3, 1.5 * nodes**2 * weights
z_nodes, z_weights = height * nodes**3, 3 * height * nodes**2 * weights
X, Z = np.meshgrid(x_nodes, z_nodes, indexing="ij")
EX, EZ = stripe_field(X, Z)
# two sides of the plane, two halves of a stripe, factor 1/2 in the density
energy_field = 2 * (x_weights @ (EX**2 + EZ**2) @ z_weights)
assert abs(energy_field / ENERGY_COEFF - 1) < 1e-4
near_field = stripe_field(np.array([0.5]), np.array([1e-6]))[1][0]
assert abs(near_field - 0.5) < 1e-5

# Sum over odd harmonics, evaluated term by term
odd = np.arange(1, 200001, 2, dtype=float)
odd_sum = np.sum(odd**-3)
assert abs(odd_sum - 7 * zeta(3) / 8) < 1e-10


# Response of a film to one harmonic, in units where eps0 = 1
def film_response(k, d, eps_x, eps_z):
    kappa = np.sqrt(eps_x * eps_z)
    q = k * np.sqrt(eps_x / eps_z)
    return 1 / (k * (1 + kappa / np.tanh(q * d / 2)))


def film_by_differences(k, d, eps_x, eps_z, step=0.004, box=12.0):
    cells = int(round(2 * box / step))
    middle = -box + step * (np.arange(cells) + 0.5)
    inside = np.abs(middle) < d / 2
    link = np.where(inside, eps_z, 1.0) / step
    mass = np.where(inside, eps_x, 1.0) * k**2 * step / 2
    bands = np.zeros((3, cells - 1))
    bands[0, 1:] = -link[1:-1]
    bands[1] = link[:-1] + link[1:] + mass[:-1] + mass[1:]
    bands[2, :-1] = -link[1:-1]
    top = int(round((box + d / 2) / step)) - 1
    bottom = int(round((box - d / 2) / step)) - 1
    source = np.zeros(cells - 1)
    source[top], source[bottom] = 1.0, -1.0
    phi = solve_banded((1, 1), bands, source)
    slope = (3 * phi[top] - 4 * phi[top - 1] + phi[top - 2]) / (2 * step)
    return phi[top], slope


for test_x, test_z in [(1.0, 1.0), (5.0, 2.0), (2.0, 7.0)]:
    phi_num, slope_num = film_by_differences(1.0, 1.2, test_x, test_z)
    phi_formula = film_response(1.0, 1.2, test_x, test_z)
    q_test = np.sqrt(test_x / test_z)
    slope_formula = q_test / np.tanh(0.6 * q_test) * phi_formula
    assert abs(phi_num / phi_formula - 1) < 1e-4
    assert abs(slope_num / slope_formula - 1) < 1e-3


# Reduction of a harmonic by a wall of finite width
def wall_factor(k, delta):
    a = pi * k * delta / 2
    return 2 * a * np.exp(-a) / (1 - np.exp(-2 * a))


for n in (1, 3, 5):
    def smooth_harmonic(x):
        profile = np.tanh(x / 0.1) - np.tanh((x - 1) / 0.1) - 1
        return 2 * profile * np.sin(n * pi * x)
    amplitude = quad(smooth_harmonic, 0, 1, limit=200)[0]
    assert abs(amplitude / (4 / (n * pi) * wall_factor(n * pi, 0.1))
               - 1) < 1e-6

# Worked example: rough values in the regime of a lead titanate film
sigma, w, d = 0.70, 4e-9, 10e-9
eps_x, eps_z, delta = 120.0, 40.0, 0.3e-9
gap_eV, breakdown, T_c, T_use, warming = 3.4, 3e8, 760.0, 300.0, 100.0
k = odd * pi / w
sigma_n = 4 * sigma / (odd * pi)
kappa = np.sqrt(eps_x * eps_z)
U = ENERGY_COEFF * sigma**2 * w / epsilon_0


def face_energy(amplitudes, ex, ez):
    return np.sum(amplitudes**2 * film_response(k, d, ex, ez)) / (
        4 * epsilon_0)


U_two_faces = face_energy(sigma_n, 1.0, 1.0)
U_film = face_energy(sigma_n, eps_x, eps_z)
U_wall = face_energy(sigma_n * wall_factor(k, delta), eps_x, eps_z)
signs = (-1.0)**((odd - 1) / 2)
phi_vacuum = CENTRE_COEFF * sigma * w / epsilon_0
phi_n = sigma_n * film_response(k, d, eps_x, eps_z) / epsilon_0
phi_film = np.sum(signs * phi_n)
E_vacuum = sigma / (2 * epsilon_0)
E_inside = np.sqrt(eps_x / eps_z) * sigma / (epsilon_0 * (1 + kappa))
P_induced = epsilon_0 * (eps_z - 1) * E_inside
J_TO_EV_NM2 = 1e-18 / e
MV_CM = 1e8

print(f"energy coefficient, formula: {ENERGY_COEFF:.8f}")
print(f"energy coefficient, Coulomb sum: {energy_coulomb:.8f}")
print(f"energy coefficient, field integral: {energy_field:.6f}")
print(f"zeta(3): {zeta(3):.7f}")
print(f"sum of 1/n^3 over odd n: {odd_sum:.7f}")
print(f"share of first harmonic in energy: {100 / odd_sum:.2f} %")
print(f"Catalan constant: {CATALAN:.6f}")
print(f"centre potential coefficient, formula: {CENTRE_COEFF:.6f}")
print(f"centre potential coefficient, Coulomb: {centre_coulomb:.6f}")
print(f"input surface charge: {sigma * 100:.0f} uC/cm2")
print(f"input stripe width: {w * 1e9:.1f} nm")
print(f"input film thickness: {d * 1e9:.1f} nm")
print(f"input permittivity in plane: {eps_x:.0f} (relative)")
print(f"input permittivity along normal: {eps_z:.0f} (relative)")
print(f"input wall half-width: {delta * 1e9:.1f} nm")
print(f"input band gap: {gap_eV:.1f} eV")
print(f"input breakdown field: {breakdown / MV_CM:.1f} MV/cm")
print(f"input transition temperature: {T_c:.0f} K")
print(f"input temperature of use: {T_use:.0f} K")
print(f"input warming: {warming:.0f} K")
print(f"vacuum energy per area: {U:.3f} J/m2")
print(f"vacuum energy, converted: {U * J_TO_EV_NM2:.2f} eV/nm2")
print(f"vacuum centre potential: {phi_vacuum:.2f} V")
print(f"vacuum normal field: {E_vacuum / MV_CM:.1f} MV/cm")
print(f"second face lowers vacuum energy by: "
      f"{100 * (1 - U_two_faces / U):.4f} %")
print(f"kappa: {kappa:.2f}")
print(f"thick-film reduction 2/(1+kappa): {2 / (1 + kappa):.5f}")
print(f"dielectric film energy per face: {U_film:.4f} J/m2")
print(f"dielectric film energy, converted: "
      f"{U_film * J_TO_EV_NM2:.3f} eV/nm2")
print(f"film energy / vacuum energy: {U_film / U:.5f}")
print(f"finite wall lowers film energy by: "
      f"{100 * (1 - U_wall / U_film):.2f} %")
print(f"film centre potential: {phi_film:.3f} V")
print(f"film potential swing between stripes: {2 * phi_film:.3f} V")
print(f"swing times e / gap: {2 * phi_film / gap_eV:.3f}")
print(f"field inside film at face: {E_inside / MV_CM:.2f} MV/cm")
print(f"inside field / breakdown field: {E_inside / breakdown:.2f}")
print(f"induced / spontaneous polarization: {P_induced / sigma:.3f}")
print(f"charge for full compensation: {sigma / e * 1e-18:.2f} e/nm2")
print(f"10 % compensation lowers energy by: {100 * (1 - 0.9**2):.0f} %")
print(f"warming lowers energy by (mean field): "
      f"{100 * warming / (T_c - T_use):.0f} %")
print("no test failed")
```

Printed output:

```
energy coefficient, formula: 0.06784431
energy coefficient, Coulomb sum: 0.06784431
energy coefficient, field integral: 0.067844
zeta(3): 1.2020569
sum of 1/n^3 over odd n: 1.0517998
share of first harmonic in energy: 95.08 %
Catalan constant: 0.915966
centre potential coefficient, formula: 0.185613
centre potential coefficient, Coulomb: 0.185613
input surface charge: 70 uC/cm2
input stripe width: 4.0 nm
input film thickness: 10.0 nm
input permittivity in plane: 120 (relative)
input permittivity along normal: 40 (relative)
input wall half-width: 0.3 nm
input band gap: 3.4 eV
input breakdown field: 3.0 MV/cm
input transition temperature: 760 K
input temperature of use: 300 K
input warming: 100 K
vacuum energy per area: 15.018 J/m2
vacuum energy, converted: 93.74 eV/nm2
vacuum centre potential: 58.70 V
vacuum normal field: 395.3 MV/cm
second face lowers vacuum energy by: 0.0369 %
kappa: 69.28
thick-film reduction 2/(1+kappa): 0.02846
dielectric film energy per face: 0.4274 J/m2
dielectric film energy, converted: 2.667 eV/nm2
film energy / vacuum energy: 0.02846
finite wall lowers film energy by: 6.46 %
film centre potential: 1.670 V
film potential swing between stripes: 3.341 V
swing times e / gap: 0.983
field inside film at face: 19.48 MV/cm
inside field / breakdown field: 6.49
induced / spontaneous polarization: 0.961
charge for full compensation: 4.37 e/nm2
10 % compensation lowers energy by: 19 %
warming lowers energy by (mean field): 22 %
no test failed
```
